# Time-step error of the oscillator's growth energy in imaginary-time projection: verification in Python

```python
"""
Result under test: for H = p^2/2 + x^2/2 (hbar = m = omega = 1) the operator
    T = exp(-tau V/2) exp(-tau K) exp(-tau V/2),  K = p^2/2,  V = x^2/2,
has eigenvalues exp(-tau w (n + 1/2)) with cosh(tau w) = 1 + tau^2/2.
Its growth energy -ln(lambda_0)/tau = w/2 = arcsinh(tau/2)/tau
is 1/2 - tau^2/48 + O(tau^4).
Symbols: tau = time step, w = frequency of T, theta = tau*w,
a = width parameter of the ground state exp(-a x^2/2) of T.
The numerical side builds T from operator exponentials on a Fourier grid.
"""
import numpy as np

n_grid, h = 240, 0.1
x = (np.arange(n_grid) - n_grid // 2) * h
k = 2 * np.pi * np.fft.fftfreq(n_grid, d=h)
V = x**2 / 2


def momentum_function(values):
    """Real-space matrix of an operator that is diagonal in momentum."""
    transformed = np.fft.fft(np.eye(n_grid), axis=0)
    return np.fft.ifft(values[:, None] * transformed, axis=0).real


k_odd = k.copy()
k_odd[n_grid // 2] = 0.0          # an odd function has no Nyquist component
derivative = momentum_function(1j * k_odd)
p_squared = momentum_function(k**2)


def transfer(tau):
    half = np.exp(-tau * V / 2)
    T = half[:, None] * momentum_function(np.exp(-tau * k**2 / 2)) * half
    return (T + T.T) / 2


def formulas(tau):
    theta = np.arccosh(1 + tau**2 / 2)
    return theta, theta / tau, np.sqrt(1 + tau**2 / 4)


taus = [0.1, 0.2, 0.5, 1.0, 2.0]
energy, mean_V, eigen = {}, {}, {}
levels = np.arange(6)
inner = np.abs(x) < 5
for tau in taus:
    T = transfer(tau)
    theta, w, a = formulas(tau)

    # Gaussian kernel against the operator exponentials
    c = 1 / tau + tau / 2
    X, Y = np.meshgrid(x[inner], x[inner], indexing="ij")
    G = np.exp(-c * (X**2 + Y**2) / 2 + X * Y / tau)
    G /= np.sqrt(2 * np.pi * tau)
    assert np.max(np.abs(T[np.ix_(inner, inner)] - h * G)) < 1e-12

    # spectrum: equal spacing, frequency and zero-point term
    lam, vec = np.linalg.eigh(T)
    lam, vec = lam[::-1][:6], vec[:, ::-1][:, :6]
    spacing = np.log(lam[:-1] / lam[1:])
    assert np.allclose(np.cosh(spacing), 1 + tau**2 / 2, rtol=0, atol=1e-8)
    assert np.allclose(-np.log(lam), theta * (levels + 0.5), atol=1e-9)
    energy[tau] = -np.log(lam[0]) / tau
    assert abs(energy[tau] - np.arcsinh(tau / 2) / tau) < 1e-11

    # shape of the ground state and walker average of V
    phi = vec[:, 0] * np.sign(vec[n_grid // 2, 0])
    gauss = np.exp(-a * x**2 / 2)
    assert np.max(np.abs(phi - gauss / np.linalg.norm(gauss))) < 1e-10
    mean_V[tau] = np.sum(V * phi) / np.sum(phi)
    assert abs(mean_V[tau] - 1 / (2 * a)) < 1e-9

    # ladder relation T B = (lambda_1/lambda_0) B T on a generic function
    B = np.diag(a * x) - derivative
    f = np.exp(-(x - 0.7)**2) * (1 + 0.3 * x)
    assert np.max(np.abs(T @ (B @ f) - lam[1] / lam[0] * (B @ (T @ f)))) < 1e-10

    # effective Hamiltonian acting on the numerical eigenvectors of T
    H_eff = (w / a) * p_squared / 2 + np.diag(w * a * V)
    residual = H_eff @ vec - vec * (-np.log(lam) / tau)
    assert np.max(np.abs(residual)) < 1e-8

    # two-sided bound on the error of the two-term formula
    excess = energy[tau] - (0.5 - tau**2 / 48)
    assert 0 < excess < 3 * tau**4 / 1280
    eigen[tau] = lam

# leading coefficients extracted from numerical eigenvalues only
c1, c2 = [(energy[t] - 0.5) / t**2 for t in (0.1, 0.2)]
coefficient = (4 * c1 - c2) / 3
assert abs(coefficient + 1 / 48) < 1e-6
v1, v2 = [(mean_V[t] - 0.5) / t**2 for t in (0.1, 0.2)]
coefficient_V = (4 * v1 - v2) / 3
assert abs(coefficient_V + 1 / 16) < 1e-4
# order tau^2 of the kinetic and potential factors of H_eff
factors = []
for t in (0.1, 0.2):
    _, w_t, a_t = formulas(t)
    factors.append([(w_t / a_t - 1) / t**2, (w_t * a_t - 1) / t**2])
kin_coef, pot_coef = (4 * np.array(factors[0]) - np.array(factors[1])) / 3
assert abs(kin_coef + 1 / 6) < 1e-4 and abs(pot_coef - 1 / 12) < 1e-4

# deterministic population growth from a displaced start, both orderings
tau = 0.5
theta, w, a = formulas(tau)


def grow(step_matrix, n_steps):
    f = np.exp(-(x - 1)**2 / 2)
    f /= h * f.sum()
    history = []
    for _ in range(n_steps):
        f = step_matrix @ f
        population = h * f.sum()
        history.append(-np.log(population) / tau)
        f /= population
    return np.array(history), h * np.sum(V * f)


growth, V_sym = grow(transfer(tau), 40)
unsymmetric = momentum_function(np.exp(-tau * k**2 / 2)) * np.exp(-tau * V)
growth_uns, V_uns = grow(unsymmetric, 40)
assert abs(growth[-1] - w / 2) < 1e-10
assert abs(growth_uns[-1] - w / 2) < 1e-10
assert abs(V_sym - 1 / (2 * a)) < 1e-9
assert abs(V_uns - 1 / (2 * a - tau)) < 1e-9
error_ratio = (growth[10] - energy[tau]) / (growth[9] - energy[tau])
assert abs(error_ratio - np.exp(-2 * theta)) < 1e-3

lam = eigen[tau]
two_term = 0.5 - tau**2 / 48
print("Worked example, hbar = m = omega = 1")
print(f"time step tau = {tau:.2f} hbar/hartree")
print(f"kernel constant c = {1 / tau + tau / 2:.4f} bohr^-2")
print(f"cosh(theta) from formula = {1 + tau**2 / 2:.6f}")
print(f"cosh(ln(lambda0/lambda1)), numerical = "
      f"{np.cosh(np.log(lam[0] / lam[1])):.6f}")
print(f"theta = {theta:.6f}")
print(f"frequency w = {w:.6f} hartree/hbar")
print(f"width parameter a = {a:.6f} bohr^-2")
print(f"lambda0, numerical = {lam[0]:.6f}")
print(f"lambda1, numerical = {lam[1]:.6f}")
print(f"growth energy, numerical = {energy[tau]:.6f} hartree")
print(f"growth energy, arcsinh formula = {np.arcsinh(tau/2)/tau:.6f} hartree")
print(f"two-term formula = {two_term:.6f} hartree")
print(f"numerical minus two-term = {energy[tau] - two_term:.3e} hartree")
print(f"bound 3 tau^4/1280 = {3 * tau**4 / 1280:.3e} hartree")
print(f"kinetic factor w/a = {w / a:.6f}")
print(f"potential factor w*a = {w * a:.6f}")
print("Growth energy of the displaced population (hartree)")
for step in (1, 2, 5, 10, 20):
    print(f"  step {step:2d}: {growth[step - 1]:.6f}")
print(f"error ratio, step 11 to step 10 = {error_ratio:.5f}")
print(f"exp(-2 theta) = {np.exp(-2 * theta):.5f}")
print("After 40 steps (hartree)")
print(f"  symmetric: growth {growth[-1]:.6f}, mean V {V_sym:.6f}")
print(f"  unsymmetric: growth {growth_uns[-1]:.6f}, mean V {V_uns:.6f}")
print("tau (hbar/hartree), numerical growth energy, two-term (hartree)")
for t in taus:
    print(f"  {t:.1f}  {energy[t]:.8f}  {0.5 - t**2 / 48:.8f}")
print("Coefficients of tau^2, extrapolated from tau = 0.1 and 0.2")
print(f"  growth energy: {coefficient:.6f}   (-1/48 = {-1 / 48:.6f})")
print(f"  mean V: {coefficient_V:.5f}   (-1/16 = {-1 / 16:.5f})")
print(f"  kinetic factor: {kin_coef:.4f}   (-1/6 = {-1 / 6:.4f})")
print(f"  potential factor: {pot_coef:.4f}   (1/12 = {1 / 12:.4f})")
print("tests ok")
```

Printed output:

```
Worked example, hbar = m = omega = 1
time step tau = 0.50 hbar/hartree
kernel constant c = 2.2500 bohr^-2
cosh(theta) from formula = 1.125000
cosh(ln(lambda0/lambda1)), numerical = 1.125000
theta = 0.494933
frequency w = 0.989866 hartree/hbar
width parameter a = 1.030776 bohr^-2
lambda0, numerical = 0.780776
lambda1, numerical = 0.475971
growth energy, numerical = 0.494933 hartree
growth energy, arcsinh formula = 0.494933 hartree
two-term formula = 0.494792 hartree
numerical minus two-term = 1.413e-04 hartree
bound 3 tau^4/1280 = 1.465e-04 hartree
kinetic factor w/a = 0.960311
potential factor w*a = 1.020330
Growth energy of the displaced population (hartree)
  step  1: 0.825311
  step  2: 0.616126
  step  5: 0.501108
  step 10: 0.494977
  step 20: 0.494933
error ratio, step 11 to step 10 = 0.37163
exp(-2 theta) = 0.37163
After 40 steps (hartree)
  symmetric: growth 0.494933, mean V 0.485071
  unsymmetric: growth 0.494933, mean V 0.640388
tau (hbar/hartree), numerical growth energy, two-term (hartree)
  0.1  0.49979190  0.49979167
  0.2  0.49917039  0.49916667
  0.5  0.49493292  0.49479167
  1.0  0.48121183  0.47916667
  2.0  0.44068679  0.41666667
Coefficients of tau^2, extrapolated from tau = 0.1 and 0.2
  growth energy: -0.020833   (-1/48 = -0.020833)
  mean V: -0.06250   (-1/16 = -0.06250)
  kinetic factor: -0.1667   (-1/6 = -0.1667)
  potential factor: 0.0833   (1/12 = 0.0833)
tests ok
```
